# Counting independent nuclear shielding components from site symmetry, part 2

How many independent numbers describe the magnetic shielding of a nucleus $N$ in a closed-shell molecule? The shielding tensor $\boldsymbol\sigma$, quoted in parts per million (ppm), gives the field $(\mathbf 1-\boldsymbol\sigma)\mathbf B$ experienced by the nucleus in an applied uniform field $\mathbf B$. In $\sigma_{ij}$ the first index belongs to the nuclear moment $\boldsymbol\mu$ and the second to $\mathbf B$.

The nuclei are fixed, the electronic state is a nondegenerate singlet, and spin–orbit coupling is neglected. In Hartree atomic units, with electron charge $-1$ and $N$ at the origin, an electron with position $\mathbf r$ and momentum $\mathbf p$ has the kinetic energy $\frac12(\mathbf p+\mathbf A)^2$ with the vector potential

$$\mathbf A(\mathbf r)=\tfrac12\mathbf B\times\mathbf r+\alpha^2\,\frac{\boldsymbol\mu\times\mathbf r}{r^3},\tag{3}$$

where $\alpha$ is the fine-structure constant.

The site group $G$ consists of the symmetry operations of the molecule that leave $N$ in place. Each is an orthogonal matrix $R$ and requires

$$R\,\boldsymbol\sigma R^T=\boldsymbol\sigma .\tag{10}$$

The tensor splits as $\boldsymbol\sigma=\mathbf S+\mathbf A$, with $\mathbf S=\frac12(\boldsymbol\sigma+\boldsymbol\sigma^T)$ symmetric and $\mathbf A=\frac12(\boldsymbol\sigma-\boldsymbol\sigma^T)$ antisymmetric. This matrix $\mathbf A$ is not the vector potential in (3). It acts on any vector $\mathbf b$ as a cross product:

$$\mathbf A\mathbf b=\mathbf a\times\mathbf b,\qquad \mathbf a=(A_{zy},\,A_{xz},\,A_{yx}).\tag{15}$$

The numbers of independent components allowed by (10) are $n$ in all, $n_S$ symmetric and $n_A$ antisymmetric:

| Site group | $n$ | $n_S$ | $n_A$ |
|---|---|---|---|
| $C_1$ | 9 | 6 | 3 |
| $C_s$ | 5 | 4 | 1 |
| $C_{2v}$ | 3 | 3 | 0 |
| $C_3$ | 3 | 2 | 1 |
| $C_{3v}$ | 2 | 2 | 0 |
| $T_d$ | 1 | 1 | 0 |

For $C_s$ with the mirror in the $xy$ plane, the elements $xz,zx,yz,zy$ vanish. For $C_{2v}$, with its axis along $z$ and a mirror in the $xz$ plane, the tensor is diagonal. For $C_3$ with its axis along $z$, $\sigma_{xx}=\sigma_{yy}$, $\sigma_{xy}=-\sigma_{yx}$, and $\sigma_{zz}$ is the only other nonzero element; for $C_{3v}$, $\sigma_{xy}$ vanishes too. For $T_d$ the three diagonal elements are equal and the others vanish.

### A model in which the tensors can be computed

Symmetry permits $n$ components but does not say that they are all present. To see this we compute tensors by coupled-perturbed Hartree–Fock theory in the 6-31G basis, with the vector potential (3) and its origin at the nucleus in question.

Expanding $\frac12(\mathbf p+\mathbf A)^2$ gives a product of the two parts of $\mathbf A$. With $(\mathbf B\times\mathbf r)\cdot(\boldsymbol\mu\times\mathbf r)=(\mathbf B\cdot\boldsymbol\mu)r^2-(\mathbf B\cdot\mathbf r)(\boldsymbol\mu\cdot\mathbf r)$, its expectation value contributes the diamagnetic part

$$\sigma^{\rm dia}_{ij}=\frac{\alpha^2}2\left\langle\frac{r^2\delta_{ij}-r_ir_j}{r^3}\right\rangle,\tag{24}$$

where the brackets include the sum over electrons. It is symmetric.

The linear terms $\mathbf A\cdot\mathbf p$ are $\frac12\mathbf B\cdot\mathbf L$ and $\alpha^2\boldsymbol\mu\cdot\mathbf L/r^3$, with $\mathbf L=\mathbf r\times\mathbf p=-\mathrm i\,\mathbf r\times\nabla$. Let $m,m'$ label occupied and $a,b$ empty real orbitals with energies $\varepsilon$, and define the real elements $\ell^{\,j}_{am}=\langle a|(\mathbf r\times\nabla)_j|m\rangle$ and $k^{\,i}_{am}=\langle a|(\mathbf r\times\nabla)_i/r^3|m\rangle$. A unit field along $j$ changes the orbital $m$ by $\mathrm i\sum_ax_{am}\phi_a$ with real $x$. The electron density does not change to first order, since the contributions $\mathrm ix_{am}\phi_a\phi_m$ and their conjugates cancel, so the Coulomb field stays as it was. The exchange field does change. The first-order Hartree–Fock equation, divided by $\mathrm i$, is

$$\sum_{bm'}H_{am,bm'}x_{bm'}=\tfrac12\ell^{\,j}_{am},\tag{25}$$

$$H_{am,bm'}=(\varepsilon_a-\varepsilon_m)\delta_{ab}\delta_{mm'}-(ab|mm')+(am'|bm),\tag{26}$$

where $(ab|mm')$ is the repulsion between the charge distributions $\phi_a\phi_b$ and $\phi_m\phi_{m'}$. The two integrals come from the two halves of the change in the density matrix, $x_{bm'}(\phi_b\phi_{m'}-\phi_{m'}\phi_b)$, inserted in the exchange term.

The response part of the shielding is the change of $\langle\alpha^2L_i/r^3\rangle$. For one orbital, $\langle\delta\phi_m|\alpha^2L_i/r^3|\phi_m\rangle=\sum_a(-\mathrm ix_{am})(-\mathrm i\alpha^2k^{\,i}_{am})=-\alpha^2\sum_ax_{am}k^{\,i}_{am}$. The complex conjugate term and the two spins give a factor 4, and with (25)

$$\sigma^{\rm resp}_{ij}=-2\alpha^2\sum_{am,bm'}k^{\,i}_{am}(H^{-1})_{am,bm'}\,\ell^{\,j}_{bm'} .\tag{27}$$

The matrix $H$ is symmetric, but $k$ and $\ell$ are different: the nuclear moment senses orbital motion weighted by $1/r^3$, the uniform field senses it without this weight. Exchanging $i$ and $j$ therefore changes the result in general. With the present origin, the antisymmetric part resides wholly in (27).

The model obeys (10). The basis contains complete angular shells on every atom and is mapped into itself by $G$, and the origin of the vector potential is fixed by $G$. The size of the elements is another matter. Electron correlation, vibration and relativity are left out, and in a small basis the result depends on the origin. For hydrogen in water, one third of the trace is $102.47$ ppm from (24) and $-14.53$ ppm from (27), together about $88$ ppm. The measured shielding is roughly 30 ppm. The main cause is that the small basis cannot describe the response of the oxygen electrons to a field whose vector potential is centred on hydrogen. With the origin kept at hydrogen, an uncontracted cc-pVTZ basis on oxygen alone brings the value down to 37 ppm, while the same enlargement on the hydrogens alone gives 64 ppm. In the 6-31G basis, moving the origin to oxygen gives 27 ppm, and gauge-including orbitals (basis functions with field-dependent phases that remove the dependence on the origin) give 33 ppm. The numbers below illustrate symmetry and are not predictions of shifts.

### Six sites

The geometries use round values. The O–H distance is 1.8 bohr and the angle of water $105^\circ$. In $\mathrm{H_2O_2}$ the O–O distance is 2.7 bohr, the H–O–O angle $100^\circ$ and the dihedral angle $115^\circ$. The C–H distance is 2.05 bohr, and in ethane the C–C distance is 2.9 bohr and the H–C–C angle $111^\circ$. For hydrogen in $\mathrm{H_2O_2}$, site group $C_1$, with the O–H bond along $z$ and the O–O bond in the $xz$ plane, the tensor in ppm is

$$\begin{pmatrix}130.77&-2.05&-20.50\\-1.19&145.76&-0.40\\-16.68&2.70&56.94\end{pmatrix}.\tag{28}$$

All nine elements are different. Their sizes are dominated by the origin error: gauge-including orbitals in the same basis give diagonal elements of about 29, 23 and 34 ppm. For hydrogen in water, with the molecule in the $xy$ plane and the O–H bond along $x$,

$$\begin{pmatrix}42.802&-0.193&0\\-0.688&115.205&0\\0&0&105.834\end{pmatrix},\tag{29}$$

which has the five elements of $C_s$. The antisymmetric component is $A_{xy}=\frac12(-0.193+0.688)=0.248$ ppm. Only the pattern of zeros is reliable: with gauge-including orbitals in the cc-pVTZ basis the diagonal elements are 44.8, 24.8 and 23.4 ppm, so the bond direction is the most shielded one, and $A_{xy}$ is about $-0.74$ ppm, of opposite sign. For oxygen in the same molecule, in new axes with $z$ along the twofold axis and the molecule in the $xz$ plane, the tensor is diagonal with elements 313.3, 258.6 and 244.6 ppm, as $C_{2v}$ requires; gauge-including orbitals in cc-pVTZ raise the principal values to 366, 331 and 317 ppm. Carbon in methane has three equal elements of 221.6 ppm, which fall to about 197 ppm in the 6-311G** basis.

Ethane shows the effect of removing the mirrors while keeping the axis. In the staggered form, with a twist of $60^\circ$ between the methyl groups, the carbon site is $C_{3v}$. At a twist of $40^\circ$ it is $C_3$. In ppm,

$$\begin{aligned}60^\circ:&\quad\sigma_{xx}=\sigma_{yy}=245.37,\quad\sigma_{zz}=226.46,\quad\sigma_{xy}=0,\\
40^\circ:&\quad\sigma_{xx}=\sigma_{yy}=245.63,\quad\sigma_{zz}=227.63,\quad\sigma_{xy}=-\sigma_{yx}=0.269 .\end{aligned}\tag{30}$$

The twist $-\tau$ is the mirror image of $\tau$ in the $xz$ plane. Reflection changes the sign of $\sigma_{xy}$, so $\sigma_{xy}(-\tau)=-\sigma_{xy}(\tau)$, and the calculation at $-40^\circ$ gives $-0.269$ ppm. A twist by a further $120^\circ$ restores the molecule, so $\sigma_{xy}(60^\circ)=\sigma_{xy}(-60^\circ)=-\sigma_{xy}(60^\circ)$, which must vanish. The antisymmetric component thus distinguishes the two mirror-image forms. Its size in (30) is not converged: in the 6-311G** basis $\sigma_{xy}(40^\circ)$ is 1.1 ppm with the origin at carbon and 1.4 ppm with gauge-including orbitals, $\sigma_{zz}$ exceeds $\sigma_{xx}$, and one third of the trace is lower by about 45 to 53 ppm.

A single tensor cannot show that its elements are independent, since some linear relation can be found for any one set of numbers. A relation common to all molecules with a given site group would have to persist when the geometry is varied. For each site the geometry parameters were changed at random by up to 15 percent with the site group retained, and the tensors, written as rows of nine numbers, were collected in a matrix. Its rank is the dimension of the space they span. The ranks are 9, 5, 3, 3, 2 and 1 for $C_1$, $C_s$, $C_{2v}$, $C_3$, $C_{3v}$ and $T_d$. A further linear relation due to symmetry would hold in this model too and would have lowered the rank.

The narrowest case is $C_1$, where the smallest singular value is 0.014 ppm. This is the root of the summed squares, over the ten geometries, of the normalized combination of elements that comes closest to vanishing. It is small beside the elements themselves, but large beside the numerical noise as far as this was measured: for hydrogen in water, (27) and a self-consistent calculation in a finite field differ by less than $5\times10^{-7}$ ppm.

### What the spectrum reveals

The nuclear spin precesses about the field $(\mathbf 1-\boldsymbol\sigma)\mathbf B$ at a rate proportional to its magnitude. With $\mathbf b$ the unit vector along $\mathbf B$, the frequency relative to the bare nucleus is

$$f=|(\mathbf 1-\boldsymbol\sigma)\mathbf b|=\sqrt{1-2\,\mathbf b\cdot\boldsymbol\sigma\mathbf b+|\boldsymbol\sigma\mathbf b|^2}.\tag{31}$$

With $\sqrt{1+\epsilon}=1+\frac12\epsilon-\frac18\epsilon^2+\dots$, the terms up to second order in $\boldsymbol\sigma$ are

$$f=1-\mathbf b\cdot\boldsymbol\sigma\mathbf b+\tfrac12\left[|\boldsymbol\sigma\mathbf b|^2-(\mathbf b\cdot\boldsymbol\sigma\mathbf b)^2\right]+\dots\tag{32}$$

From (15), $\mathbf b\cdot\mathbf A\mathbf b=\mathbf b\cdot(\mathbf a\times\mathbf b)=0$. The antisymmetric part is absent from the first-order term and enters through $|\boldsymbol\sigma\mathbf b|^2$ with $\boldsymbol\sigma=\mathbf S+\mathbf A$:

$$\Delta f=(\mathbf S\mathbf b)\cdot(\mathbf A\mathbf b)+\tfrac12|\mathbf A\mathbf b|^2 .\tag{33}$$

Take the hydrogen tensor (29) and $\mathbf b=(1,2,3)/\sqrt{14}$. The sum of the off-diagonal elements is $-0.881$ ppm, and the first-order shielding is

$$\mathbf b\cdot\boldsymbol\sigma\mathbf b=\frac{42.802+4(115.205)+9(105.834)+2(-0.881)}{14}=103.88\ \text{ppm}.\tag{34}$$

For (33), $\sqrt{14}\,\mathbf A\mathbf b=(0.495,-0.248,0)$ ppm, and the $x$ and $y$ components of $\sqrt{14}\,\mathbf S\mathbf b$ are $41.9$ and $230.0$ ppm. Then

$$\Delta f\approx\frac{0.495(41.9)-0.248(230.0)}{14}+0.01\approx-2.6\ \text{ppm}^2=-2.6\times10^{-6}\ \text{ppm},\tag{35}$$

because $1\ \text{ppm}^2=10^{-12}=10^{-6}$ ppm. Direct evaluation of (31) with and without $\mathbf A$ gives the same value. In this model the antisymmetric part, itself 0.248 ppm, moves the line by about a hundred-thousandth of its own size. The ratio is set by the size of $\mathbf S$; with the gauge-including cc-pVTZ tensor it is about $3\times10^{-6}$.

To first order, then, the line positions of a rotating crystal depend on the $n_S$ symmetric components: 6, 4, 3, 2, 2 and 1 for the six site groups. The sites $C_3$ and $C_{3v}$ give the same angular dependence at this order, although their tensors differ.

In a liquid, fast tumbling without preferred direction averages $b_ib_j$ to $\delta_{ij}/3$. The first-order shielding becomes $\sigma_{\rm iso}=\frac13\operatorname{tr}\boldsymbol\sigma$, one number for every site group. The chemical shift compares this with a reference nucleus of the same kind in the same field. Since $\nu=\nu_0(1-\sigma_{\rm iso})$, with $\nu_0$ the frequency of the bare nucleus,

$$\delta=\frac{\nu-\nu_{\rm ref}}{\nu_{\rm ref}}=\frac{\sigma_{\rm ref}-\sigma_{\rm iso}}{1-\sigma_{\rm ref}}\approx\sigma_{\rm ref}-\sigma_{\rm iso} .\tag{36}$$

A larger shielding means a smaller shift. The two ethane forms in (30) have $\sigma_{\rm iso}=239.07$ ppm at $60^\circ$ and $239.63$ ppm at $40^\circ$. In this model, twisting lowers the carbon shift by about 0.6 ppm (about 1.05 ppm in the 6-311G** basis), while the component that marks the loss of the mirrors does not contribute to the trace. The numerical check checks the counts, the tensor forms and that the effect of the antisymmetric part on the frequency is of second order in $\boldsymbol\sigma$ as a whole: it grows about fourfold when $\mathbf S$ and $\mathbf A$ are doubled together. By (33), its leading term for the example above is linear in $\mathbf A$ and linear in $\mathbf S$.

## Calculated quantities

```
group order  n  n_sym n_anti  (class sums)
C1      1    9    6     3
Cs      2    5    4     1
C2v     4    3    3     0
C3      3    3    2     1
C3v     6    2    2     0
Td     24    1    1     0
Ci      2    9    6     3
C2      2    5    4     1
C4      4    3    2     1
D3      6    2    2     0
RHF/6-31G shielding in ppm: xx xy xz | yx yy yz | zx zy zz
C1 H in H2O2, parameters (1.8, 2.7, 100.0, 115.0)
    130.772 -2.052 -20.498 | -1.186 145.758 -0.400 | -16.675 2.697 56.938
Cs H in H2O, parameters (1.8, 1.8, 105.0)
    42.802 -0.193 0.000 | -0.688 115.205 0.000 | 0.000 0.000 105.834
C2v O in H2O, parameters (1.8, 105.0)
    313.338 0.000 0.000 | 0.000 258.559 0.000 | 0.000 0.000 244.570
C3 C in twisted C2H6, parameters (2.9, 2.05, 111.0, 40.0)
    245.634 0.269 0.000 | -0.269 245.634 0.000 | 0.000 0.000 227.632
C3v C in staggered C2H6, parameters (2.9, 2.05, 111.0)
    245.371 0.000 0.000 | 0.000 245.371 0.000 | 0.000 0.000 226.459
Td C in CH4, parameters (2.05,)
    221.645 0.000 0.000 | 0.000 221.645 0.000 | 0.000 0.000 221.645
Rank of tensors over varied geometries (singular values in ppm)
C1   geometries 10 rank 9 smallest kept 0.014 largest dropped none
Cs   geometries  6 rank 5 smallest kept 0.052 largest dropped 1.6e-14
C2v  geometries  4 rank 3 smallest kept 11.581 largest dropped 1.6e-12
C3   geometries  4 rank 3 smallest kept 1.484 largest dropped 2.3e-12
C3v  geometries  3 rank 2 smallest kept 6.825 largest dropped 4.3e-12
Td   geometries  2 rank 1 smallest kept 520.127 largest dropped 7.8e-13
Largest forbidden component found: 2.3e-12 ppm
Isotropic shielding (ppm): C1 111.16, Cs 87.95, C2v 272.16, C3 239.63, C3v 239.07, Td 221.65
Twisted ethane sigma_xy: 0.2691 ppm at +40 deg, -0.2691 ppm at -40 deg
H in H2O: diamagnetic trace/3 102.47 ppm, response trace/3 -14.53 ppm
H in H2O: antisymmetric part (xy-yx)/2 = 0.248 ppm
Field along (1,2,3): first-order shielding 103.8833 ppm
Frequency effect of antisymmetric part: -2.6e-06 ppm
Effect ratio when sigma is doubled: 4.042
Largest quadrature deviation of integrals: 5.6e-08 a.u.
Finite-field minus response, largest: 4.4e-07 ppm
```
